\section*{The Three-Halves Law for Magnon Spin Conductance at a Metal–Insulator Interface}

\section{Result and assumptions}

A normal metal touches a thick ferromagnetic insulator whose magnons have energy $\varepsilon=Dk^2$. The metal holds a spin accumulation $\mu_s=\mu_\uparrow-\mu_\downarrow$; the magnons have chemical potential $\mu_m\le 0$. Let $j_s$ be the angular momentum that enters the magnet per area and time.

\paragraph{Theorem.} Under assumptions (A1)--(A5), $j_s=G(\mu_s-\mu_m)$ to first order, with
\begin{equation}
G=\frac{3\zeta(3/2)}{2\pi}\,\frac{g}{s\Lambda^3},\qquad
\Lambda=\sqrt{\frac{4\pi D}{k_BT}},\qquad G\propto T^{3/2}.
\label{main}
\end{equation}

Here $g$ is the spin-mixing conductance per area and $s$ the spin density in units of $\hbar$. In Gaussian units, for electron $g$-factor 2 and magnetization $M$,
\begin{equation}
s=\frac{M}{2\mu_B}=\frac{Mmc}{e\hbar},\qquad
G=\frac{3\zeta(3/2)}{16\pi^{5/2}}\,\frac{g\,e\hbar}{Mmc}\left(\frac{k_BT}{D}\right)^{3/2}.
\end{equation}

The assumptions are these.

(A1) The magnet's spin lies along $-z$, so one magnon carries $+\hbar$. The thickness $d$ goes to infinity before any gap goes to zero.

(A2) The metal has a flat density of states and Fermi functions $f_\uparrow,f_\downarrow$ at the magnon temperature $T$.

(A3) The interface exchange is weak and the interface rough, so a magnon mode couples in proportion to its intensity at the surface and in no other mode-dependent way.

(A4) Surface spins are free, precession is circular, and $D$, $s$ and $g$ do not depend on $T$.

(A5) Magnons are few per unit spin and follow $n_B(\varepsilon-\mu_m)$, where $n_B(\varepsilon)=1/(e^{\varepsilon/k_BT}-1)$.

\section{Lemma 1: the spin-flip rate}

The interface coupling contains $a_q^\dagger c^\dagger_{k'\downarrow}c_{k\uparrow}$ and its conjugate. An electron that flips from up to down gives up $\hbar$, which the new magnon carries. Let $K_q$ collect $2\pi/\hbar$, the averaged squared matrix element and the two densities of states.

\paragraph{Lemma 1.} The net rate of magnon creation in mode $q$ is
\begin{equation}
\Gamma_q=K_q(\varepsilon_q-\mu_s)\left[n_B(\varepsilon_q-\mu_s)-n_q\right].
\label{net}
\end{equation}

\paragraph{Proof.} By the golden rule, creation and absorption occur at the rates
\begin{align}
W_+&=K_q(1+n_q)\int dE\,f_\uparrow(E)[1-f_\downarrow(E-\varepsilon_q)],\\
W_-&=K_q\,n_q\int dE\,f_\downarrow(E-\varepsilon_q)[1-f_\uparrow(E)].
\end{align}
Put $a=(E-\mu_\uparrow)/k_BT$ and $b=(E-\varepsilon_q-\mu_\downarrow)/k_BT$. Then $a-b=(\varepsilon_q-\mu_s)/k_BT\equiv y$, and
\begin{align}
f_\uparrow(1-f_\downarrow)&=\frac{e^b}{(e^a+1)(e^b+1)},\\
f_\downarrow-f_\uparrow&=\frac{e^a-e^b}{(e^a+1)(e^b+1)}
=(e^y-1)\,f_\uparrow(1-f_\downarrow).
\end{align}
Hence $f_\uparrow(1-f_\downarrow)=n_B(\varepsilon_q-\mu_s)(f_\downarrow-f_\uparrow)$. The reverse product has $e^a$ in place of $e^b$ in its numerator, a factor $e^y$ more, and $e^yn_B=1+n_B$. The two Fermi steps lie at $\varepsilon_q+\mu_\downarrow$ and $\mu_\uparrow$, so the area between them is
\begin{equation}
\int dE\,[f_\downarrow(E-\varepsilon_q)-f_\uparrow(E)]=\varepsilon_q+\mu_\downarrow-\mu_\uparrow=\varepsilon_q-\mu_s .
\end{equation}
Therefore $W_+-W_-=K_q(\varepsilon_q-\mu_s)[n_B(1+n_q)-(1+n_B)n_q]$, and the products $n_Bn_q$ cancel. $\square$

\paragraph{Remark on stability.} The coefficient of $n_q$ in (\ref{net}) is $-K_q(\varepsilon_q-\mu_s)$. For $\mu_s>0$ it is positive in modes with $\varepsilon_q<\mu_s$: they gain magnons, and without other damping they grow. A gapless band has such modes at any positive $\mu_s$. The conductance is thus the response at a held magnon distribution; for $\mu_s<0$ the interface itself damps every mode.

\section{Lemma 2: the coupling from spin pumping}

The mixing conductance is defined by the spin current that a precessing magnet pumps into the metal, $(\hbar g/4\pi)\,\mathbf n\times\dot{\mathbf n}$ per area, where $\mathbf n$ is the unit vector along the spin at the surface.

\paragraph{Lemma 2.} If $\phi_q(z)$ is the mode profile across the film, normalized to $\int_0^d|\phi_q|^2dz=1$, then
\begin{equation}
K_q=\frac{g\,|\phi_q(0)|^2}{2\pi s\hbar}.
\label{K}
\end{equation}

\paragraph{Proof.} Let one mode of frequency $\omega=\varepsilon_q/\hbar$ hold $N$ magnons over area $A$. They reduce the spin density by
\begin{equation}
s(1-|n_z|)\simeq\tfrac12 s|n_\perp|^2=\frac{N|\phi_q(z)|^2}{A}
\quad\Rightarrow\quad
|n_\perp(0)|^2=\frac{2N|\phi_q(0)|^2}{sA}.
\end{equation}
Raising $n_z$ costs energy, so the spin turns counterclockwise about $+z$ and $(\mathbf n\times\dot{\mathbf n})_z=+\omega|n_\perp|^2$. The pumped current carries $+z$ angular momentum out of the magnet, $\hbar$ for each magnon lost:
\begin{equation}
\frac{dN}{dt}=-\frac{A}{\hbar}\,\frac{\hbar g}{4\pi}\,\omega\,\frac{2N|\phi_q(0)|^2}{sA}
=-\frac{g\omega|\phi_q(0)|^2}{2\pi s}\,N .
\end{equation}
At $\mu_s=0$, equation (\ref{net}) makes an excess of magnons decay at the rate $K_q\hbar\omega$. Equating the two rates gives (\ref{K}). $\square$

With free surfaces the uniform profile has $|\phi_0|^2=1/d$, while $\phi_n=\sqrt{2/d}\,\cos(n\pi z/d)$ has $|\phi_n(0)|^2=2/d$ for $n\ge1$. This factor of two enters the final result. It was tested on a chain of 200 classical spins with free ends, exchange $J$, gap $0.05J$, and weak pumping damping ($g=0.25\ \mathrm{nm^{-2}}$) on the first spin alone. The decay rates of the four lowest modes give $|\phi_n(0)|^2d=1.0000$, $1.9999$, $1.9995$ and $1.9989$.

\section{Proof of the theorem}

Each created magnon brings $\hbar$, so $j_s=(\hbar/A)\sum_q\Gamma_q$. In a thick film the sum over $n$ becomes $(d/\pi)\int_0^\infty dk_z$, and with $|\phi|^2=2/d$
\begin{equation}
\frac1A\sum_q|\phi_q(0)|^2(\cdots)
=\int\!\frac{d^2k}{(2\pi)^2}\,\frac2\pi\int_0^\infty\! dk_z(\cdots)
=2\int\!\frac{d^3k}{(2\pi)^3}(\cdots).
\end{equation}
The last step extends $k_z$ to negative values, which halves the prefactor, and writes $1/\pi=2/(2\pi)$. The density of states follows from $k^2dk/2\pi^2$ with $k=\sqrt{\varepsilon/D}$ and $dk=d\varepsilon/(2\sqrt{D\varepsilon})$:
\begin{equation}
\mathcal D(\varepsilon)=\frac{\sqrt\varepsilon}{4\pi^2D^{3/2}} .
\end{equation}
Together with (\ref{K}),
\begin{equation}
j_s=\frac{g}{\pi s}\int_0^\infty\! d\varepsilon\,\mathcal D(\varepsilon)(\varepsilon-\mu_s)
\left[n_B(\varepsilon-\mu_s)-n_B(\varepsilon-\mu_m)\right].
\label{full}
\end{equation}

Differentiate at $\mu_s=\mu_m=0$. The first term, $(\varepsilon-\mu_s)n_B(\varepsilon-\mu_s)$, gives $-n_B-\varepsilon n_B'$; the second, $-(\varepsilon-\mu_s)n_B(\varepsilon)$, gives $+n_B$. The sum is $-\varepsilon n_B'$. The derivative with respect to $\mu_m$, taken from below, is $+\varepsilon n_B'$. The slopes are opposite, so the difference $\mu_s-\mu_m$ drives the current. The mixed term in (\ref{full}) is $\mu_s$ times a change of magnon density that vanishes with $\mu_m$, hence beyond first order. So
\begin{equation}
G=\frac{g}{\pi s}\int_0^\infty d\varepsilon\,\mathcal D\,\varepsilon\,(-n_B')
=\frac{g}{\pi s}\int_0^\infty d\varepsilon\,(\mathcal D\varepsilon)'\,n_B
=\frac{g}{\pi s}\,\frac32\int_0^\infty d\varepsilon\,\mathcal D\,n_B .
\label{parts}
\end{equation}
The boundary term $\mathcal D\varepsilon n_B$ behaves as $\sqrt\varepsilon$ at the bottom and decays exponentially at the top; the factor $3/2$ comes from $\mathcal D\varepsilon\propto\varepsilon^{3/2}$. The last integral is the magnon density. With $x=\varepsilon/k_BT$ and $1/(e^x-1)=\sum_{l\ge1}e^{-lx}$,
\begin{equation}
\int_0^\infty\! d\varepsilon\,\mathcal D n_B=\frac{1}{4\pi^2}\left(\frac{k_BT}{D}\right)^{3/2}
\Gamma(\tfrac32)\sum_{l\ge1}l^{-3/2}
=\frac{1}{4\pi^2}\,\frac{8\pi^{3/2}}{\Lambda^3}\,\frac{\sqrt\pi}{2}\,\zeta(\tfrac32)
=\frac{\zeta(3/2)}{\Lambda^3}.
\end{equation}
Insertion in (\ref{parts}) gives (\ref{main}). $\square$

The temperature law is that of the thermal magnon density. It relies on (A3): if the coupling carried an extra factor $\varepsilon^p$ with $p>-\frac12$, the first integral in (\ref{parts}) would scale as $T^{3/2+p}$.

\section{How the linear regime is approached}

A gapless Bose distribution is singular at $\varepsilon=0$, so the size of the next term matters.

\paragraph{Metal driven, $\mu_m=0$.} In (\ref{full}) the part with $n_B(\varepsilon)$ is linear in $\mu_s$. The quadratic term comes from $\Phi(x)=x/(e^x-1)$ and needs $\int\sqrt x\,\Phi''dx=-\frac12\int x^{-1/2}\Phi'dx$. For $p>0$, integration by parts gives
\begin{equation}
\int_0^\infty x^p\Phi'\,dx=-p\int_0^\infty x^{p-1}\Phi\,dx=-p\,\Gamma(p+1)\zeta(p+1).
\end{equation}
Both ends are analytic for $p>-1$, since the factor $p$ cancels the pole of $\zeta$. At $p=-\frac12$ the value is $\frac12\sqrt\pi\,\zeta(\frac12)$, so $\int\sqrt x\,\Phi''dx=-\frac14\sqrt\pi\,\zeta(\frac12)$. The linear integral in the same units is $\frac34\sqrt\pi\,\zeta(\frac32)$. With the Taylor factor $\frac12$,
\begin{equation}
\frac{j_s}{G\mu_s}=1-\frac{\zeta(1/2)}{6\zeta(3/2)}\frac{\mu_s}{k_BT}+\dots
=1+0.093\,\frac{\mu_s}{k_BT}+\dots
\end{equation}

\paragraph{Magnon driven, $\mu_s=0$.} Let $\eta=-\mu_m/k_BT$ and $\mathrm{Li}_\nu(z)=\sum_l z^l/l^\nu$. The slope of the current is now proportional to $\mathrm{Li}_{3/2}(e^{-\eta})$. Its deficit comes from small $x$, where $n_B\simeq 1/x$:
\begin{equation}
\zeta(\tfrac32)-\mathrm{Li}_{3/2}(e^{-\eta})\simeq\frac{2}{\sqrt\pi}\int_0^\infty\!\sqrt x\left[\frac1x-\frac1{x+\eta}\right]dx
=\frac{2\eta}{\sqrt\pi}\,\frac{\pi}{\sqrt\eta}=2\sqrt{\pi\eta}.
\label{deficit}
\end{equation}
Integrating the slope from 0 to $\eta$ and dividing by $\zeta(\frac32)\eta$ gives
\begin{equation}
\frac{j_s}{G|\mu_m|}=1-\frac{4\sqrt{\pi\eta}}{3\zeta(3/2)}+\dots
\end{equation}
Both drives share the slope $G$, but here the correction falls only as a square root.

\section{Where the power law fails}

\paragraph{A gap.} Let $\varepsilon=\Delta+Dk^2$, $\delta=\Delta/k_BT$ and $z=e^{-\delta}$. The energy factor in (\ref{parts}) splits into $Dk^2$ and $\Delta$. The first part gives $\frac32$ times the density $\mathrm{Li}_{3/2}(z)/\Lambda^3$. The second gives $-\Delta$ times the derivative of that density with respect to $\Delta$, which is $\delta\,\mathrm{Li}_{1/2}(z)/\Lambda^3$. So
\begin{equation}
G_\Delta=\frac{g}{\pi s\Lambda^3}\left[\tfrac32\mathrm{Li}_{3/2}(z)+\delta\,\mathrm{Li}_{1/2}(z)\right].
\label{gap}
\end{equation}
For $\delta\ll1$, (\ref{deficit}) and its derivative, $\mathrm{Li}_{1/2}\simeq\sqrt{\pi/\delta}$, turn the bracket into $\frac32\zeta(\frac32)-3\sqrt{\pi\delta}+\sqrt{\pi\delta}$, and
\begin{equation}
\frac{G_\Delta}{G}\simeq1-\frac{4\sqrt{\pi\delta}}{3\zeta(3/2)} .
\end{equation}
In the opposite limit $\delta\gg1$ both polylogarithms tend to $e^{-\delta}$, and $G_\Delta\simeq(g/\pi s\Lambda^3)(\delta+\frac32)e^{-\delta}$: the power law gives way to activation.

\paragraph{A thin film.} The lowest subband is two-dimensional, with density of states $1/4\pi D$ per area and surface intensity $1/d$. It contributes
\begin{equation}
\frac{g}{8\pi^2sDd}\int_\Delta^\infty\!\varepsilon(-n_B')\,d\varepsilon
=\frac{g}{8\pi^2sDd}\left[\Delta n_B(\Delta)-k_BT\ln(1-e^{-\delta})\right].
\end{equation}
For small $\delta$ the bracket tends to $k_BT[1+\ln(1/\delta)]$. At fixed $d$ it diverges as the gap closes; at fixed gap it vanishes as $1/d$. This is why (A1) fixes the order of limits.

\paragraph{Band curvature.} To isolate the effect of the dispersion, keep the surface intensity $2/d$ and take a nearest-neighbour bcc band, $\varepsilon=(8D/a^2)(1-\cos\theta_x\cos\theta_y\cos\theta_z)$ with $\theta_i=k_ia/2$. Let $t=\sum\theta_i^2=k^2a^2/4$. From $\ln\cos\theta=-\theta^2/2-\theta^4/12-\dots$ and the angular average $\sum\theta_i^4\to\frac35t^2$,
\begin{equation}
1-\prod_i\cos\theta_i\to\frac t2+\frac{t^2}{20}-\frac{t^2}{8}
=\frac t2\left(1-\frac{3t}{20}\right),\quad
\varepsilon\simeq Dk^2\left(1-\frac{3a^2k^2}{80}\right).
\end{equation}
Averaging the energy suffices because the first-order change of $G$ is linear in it. With $\beta=3a^2k_BT/80D$, inversion gives $k^2\simeq(\varepsilon/D)(1+\beta x)$. The number of states below $\varepsilon$, proportional to $k^3$, becomes $x^{3/2}(1+\frac32\beta x)$, and its derivative multiplies the density of states by $1+\frac52\beta x$. The extra power of $x$ changes the integral $\frac32\Gamma(\frac32)\zeta(\frac32)$ into $\frac52\Gamma(\frac52)\zeta(\frac52)$, a ratio of $\frac52\zeta(\frac52)/\zeta(\frac32)$. Thus
\begin{equation}
\frac{G_{\rm bcc}}{G}\simeq1+\frac{15}{64}\,\frac{\zeta(5/2)}{\zeta(3/2)}\,\frac{a^2k_BT}{D}.
\end{equation}
When $k_BT$ is far above the band top, $\varepsilon(-n_B')\to k_BT/\varepsilon$, and $G_{\rm bcc}$ becomes linear in $T$.

$G_{\rm bcc}$ is not the full conductance of a cut crystal. There the surface intensity depends on the wave vector: at fixed in-plane wave vector, the weights of all modes on one surface site sum to 1, whereas $2/d$ for every mode gives 2 in a thick film. Missing bonds can also bind magnons to the surface. These effects depend on the cut and can exceed the curvature correction. With the parameters and field gap of the example below at 30 K, and the metal coupled to the outermost layer only, they raise the conductance of this bcc model by about 70\% for a (001) cut and by about 8\% for a (110) cut.

For a weak interface and a thick film, the three-halves law therefore needs $\Delta\ll k_BT\ll D/a^2$. The example below has $k_BT=0.75\,D/a^2$ at 30 K, outside this range, so its quadratic-band value is only an estimate.

\section{Worked example: a garnet film on platinum at 30 K}

The inputs are rough values typical of yttrium iron garnet on platinum: $D=5.3\ \mathrm{meV\,nm^2}$, $4\pi M=2400$ G and $g=5\ \mathrm{nm^{-2}}$. They give $s=10.3\ \mathrm{nm^{-3}}$. With $k_BT=2.585$ meV,
\begin{equation}
\Lambda=\sqrt{\frac{4\pi\times5.3}{2.585}}\ \mathrm{nm}=5.08\ \mathrm{nm},\qquad
s\Lambda^3=1346,
\end{equation}
\begin{equation}
G=1.247\times\frac{5}{1346}\ \mathrm{nm^{-2}}=4.63\times10^{-3}\ \mathrm{nm^{-2}} .
\end{equation}
There are $1.9\times10^{-3}$ magnons per unit spin in the bulk and about twice as many at the free surface in the continuum model, where the mode intensity is doubled; on a lattice the factor depends on the cut. They are few, as (A5) requires; their Bose distribution remains an assumption. Counting one charge $e$ per $\hbar$ transferred turns $G$ into $e^2G/\hbar=1.13\times10^8\ \mathrm{S/cm^2}$, or $1.13\times10^{12}\ \mathrm{S/m^2}$. An accumulation $\mu_s=-10\ \mu$eV then draws spin out of the magnet at
\begin{equation}
\frac{ej_s}{\hbar}=1.13\times10^8\times(-10^{-5})\ \mathrm{A/cm^2}=-1.13\times10^3\ \mathrm{A/cm^2}.
\end{equation}
The full integral (\ref{full}) differs from this linear value by 0.04\%. If instead $\mu_m=-10\ \mu$eV and $\mu_s=0$, the current falls 5.5\% below its linear value, the square-root effect derived above.

\paragraph{Temperature range.} With $D$, $M$, $g$ and the surface intensity $2/d$ held fixed and $a=1.24$ nm, the bcc band gives:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $e^2G/\hbar$ (S/cm$^2$) & $G_{\rm bcc}/G$ & $d\ln G_{\rm bcc}/d\ln T$\\
10 & $2.17\times10^7$ & 1.03 & 1.53\\
30 & $1.13\times10^8$ & 1.12 & 1.66\\
100 & $6.86\times10^8$ & 1.60 & 1.67\\
300 & $3.57\times10^9$ & 1.35 & 1.13
\end{tabular}
\end{center}
The second column is the quadratic-band formula. The local exponent is close to $3/2$ at 10 K, rises as the band flattens to about 1.9 near 60 K, between the rows shown, and then falls; at 300 K it is on its way to the linear limit. At 30 K the first-order correction is 9\%, against 12\% from the full band.

\paragraph{Gap and thickness.} A field of 1000 Oe opens a gap $2\mu_BH=11.6\ \mu$eV. Equation (\ref{gap}) then lowers $G$ by 6\% at 30 K and by 31\% at 1 K. The subband sum with this gap gives 1.20, 0.95 and 0.94 times the gapless bulk value for films of 5, 20 and 200 nm; the last equals the gapped bulk value.

\paragraph{Competing currents.} If the metal is hotter than the magnons by $\delta T$, a current flows at $\mu_s=0$. The emission integral is $\int\mathcal D\varepsilon n_B\,d\varepsilon=\frac32k_BT\zeta(\frac52)/\Lambda^3\propto T^{5/2}$, so its change is $\frac{15}{4}\zeta(\frac52)k_B\delta T/\Lambda^3$. Comparison with $\frac32\zeta(\frac32)|\mu_s|/\Lambda^3$ gives
\begin{equation}
k_B\delta T=\frac25\,\frac{\zeta(3/2)}{\zeta(5/2)}\,|\mu_s| ,
\end{equation}
which is 90 mK here. A metal hotter by this amount cancels the example's current, so equal temperatures are a demanding condition.

The metal must also supply the spin. Each spin channel has conductivity $\sigma/2$, and $\mu_s$ decays over the spin-diffusion length $\lambda$. The angular-momentum current, half the difference of the two particle currents times $\hbar$, corresponds to a conductance $\sigma/4\lambda$ in series with the interface. For $\sigma=5\times10^4$ S/cm and $\lambda=1.5$ nm, rough values for platinum, it is $8.3\times10^{10}\ \mathrm{S/cm^2}$. By the quadratic-band formula, the interface conductance is 0.14\% of this at 30 K and 4\% at 300 K. The formula $\sigma/4\lambda$ assumes a metal thicker than $\lambda$ and a mean free path well below $\lambda$. In platinum the two lengths can be comparable, so these ratios are rough. At 30 K the margin is wide enough that the metal still takes only a small part of the drop when the magnons are held at fixed $\mu_m$. In a thick magnet, magnon transport away from the interface is also in series; it is not included here and can limit the current.

\paragraph{Beside the real device.} The garnet's band is neither gapless nor purely quadratic. At 30 K the field gap moves $G$ by $-6\%$ and the bcc curvature, at fixed surface intensity, by $+12\%$. The second number belongs to a model with one spin per primitive cell. The garnet has 20 magnetic ions per cell and its band can bend more strongly, so $+12\%$ is not an estimate for the garnet itself. The atomic structure of the surface adds a correction that is not computed here and need not be small. Dipolar forces also shift the spectrum; taking $2\mu_B(H+4\pi M)=39\ \mu$eV as the gap overstates this shift and gives $-11\%$ in place of $-6\%$. At room temperature the garnet's optical magnon branches and the temperature dependence of $D$ and $M$ enter as well, and the one-branch model leaves them out, so the 300 K row is an extrapolation. The mixing conductance depends on how the interface was prepared, and $G$ inherits that uncertainty, in proportion only while the interface is weak.

\paragraph{How weak the interface must be.} A surface that absorbs magnons also lowers their intensity there. Let a wave arrive with normal wave number $k_z$ and be reflected specularly, with real amplitude $R$; this treats the surface as smooth for the magnons, and diffuse scattering would change the numbers below. The flux that does not return is the flux absorbed:
\begin{equation}
\frac{2Dk_z}{\hbar}(1-R^2)=\frac{g\varepsilon}{2\pi s\hbar}(1+R)^2
\quad\Rightarrow\quad
1-R^2=\frac{4r}{(1+r)^2},\qquad r=\frac{gk^2}{4\pi sk_z}.
\end{equation}
The theorem keeps only the leading term $4r$. For thermal incoming waves in the gapless quadratic band, the full expression lowers the example's $G$ by about 15\% at 30 K and 31\% at 300 K. Waves at grazing incidence, with small $k_z$, contribute much of this loss. Digits for the other results are in the numerical output below.

\section*{Computed values}
\begin{verbatim}
stiffness D = 5.30 meV nm^2
4 pi M = 2400 G, M = 191.0 G
spin density s = 10.297 nm^-3
mixing conductance g = 5.00 nm^-2
temperature T = 30.0 K, kT = 2.5852 meV
spin accumulation mu_s = -10.0 ueV
zeta(3/2) = 2.61238, zeta(5/2) = 1.34149, zeta(1/2) = -1.46035
prefactor 3 zeta(3/2)/(2 pi) = 1.24732
chain surface intensity times length, modes 0-3 = 1.0000, 1.9999, 1.9995, 1.9989
thermal wavelength Lambda = 5.0757 nm
magnon density = 0.01998 nm^-3
magnons per unit spin, bulk = 1.940e-03
s Lambda^3 = 1346.5
spin conductance G = 4.6319e-03 nm^-2
ratio G/g = 9.2637e-04
e^2 G/hbar = 1.1275e+08 S/cm^2 = 1.1275e+12 S/m^2
linear spin current e j_s/hbar = -1.1275e+03 A/cm^2
full/linear current, metal driven = 0.999640
nonlinear coefficient -zeta(1/2)/(6 zeta(3/2)) = 0.09317
full/linear current, magnons at -10 ueV = 0.94482
T = 10 K: quadratic-band e^2 G/hbar = 2.1698e+07 S/cm^2
  lattice/quadratic = 1.0325, lattice exponent = 1.5342
T = 30 K: quadratic-band e^2 G/hbar = 1.1275e+08 S/cm^2
  lattice/quadratic = 1.1228, lattice exponent = 1.6621
T = 100 K: quadratic-band e^2 G/hbar = 6.8615e+08 S/cm^2
  lattice/quadratic = 1.5998, lattice exponent = 1.6656
T = 300 K: quadratic-band e^2 G/hbar = 3.5653e+09 S/cm^2
  lattice/quadratic = 1.3545, lattice exponent = 1.1251
first curvature correction at 30 K = 0.0903
lattice constant a = 1.24 nm, band top = 55.15 meV
field = 1000 Oe, field gap = 11.577 ueV
gap temperature Delta/k = 0.1343 K
gapped/gapless, field gap, 30 K = 0.9403
gapped/gapless, field gap, 1 K = 0.6937
field plus dipolar gap estimate = 39.361 ueV
gapped/gapless, dipolar estimate, 30 K = 0.8912
film 5 nm with field gap / gapless bulk = 1.1955
film 20 nm with field gap / gapless bulk = 0.9511
film 200 nm with field gap / gapless bulk = 0.9403
temperature difference equal to |mu_s| = 90.39 mK
metal: sigma = 5.00e+04 S/cm, lambda = 1.50 nm
metal spin conductance sigma/(4 lambda) = 8.3333e+10 S/cm^2
interface/metal conductance, 30 K = 1.353e-03
interface/metal conductance, 300 K = 4.278e-02
\end{verbatim}
